# Why T+Td solves the hard-sphere cascade equation, and what fixes its constant

Suppose that every collision in a displacement cascade consumes an energy $T_d$ and divides the rest of the projectile's energy uniformly between the two atoms. The mean number $\nu(T)$ of atoms displaced by a recoil of energy $T$ then obeys, for $T>T_d$,

$$\nu(T)=\frac{2}{T-T_d}\int_0^{T-T_d}\nu(E)\,dE ,$$

and for every constant $C$ the function

$$\nu(T)=C\,(T+T_d)$$

satisfies this equation exactly, provided that the same straight line is used in the whole integral, down to $E=0$. The proviso matters. An atom with less than $T_d$ can displace nothing further and counts as one displaced atom, which is not what the line gives. The physical count is therefore not the line itself. It approaches the line very quickly as $T$ grows, and the low-energy rule selects the constant, $C=0.7476/T_d$.

Here $T$ is the kinetic energy of an atom that has already left its site, and $\nu(T)$ includes that atom. The target atoms are at rest and have the same mass as the projectile. When a projectile with $T>T_d$ strikes one of them, the struck atom leaves its site, the energy $T_d$ is lost to the lattice, and the two atoms move on with energies $E$ and $T-T_d-E$. Electronic energy loss is left out, and so are encounters between moving atoms and any later recombination.

Uniform sharing means that $E$ has the probability density $1/(T-T_d)$ on the interval from $0$ to $T-T_d$. Each of the two atoms starts an independent cascade, so the mean counts add:

$$\nu(T)=\frac{1}{T-T_d}\int_0^{T-T_d}\big[\nu(E)+\nu(T-T_d-E)\big]\,dE .$$

The substitution $E\to T-T_d-E$ turns the second integral into the first. This gives the factor 2 in the equation above.

To find every straight line that solves it, insert $\nu(E)=a+bE$ on the right:

$$\frac{2}{T-T_d}\left[a(T-T_d)+\frac{b}{2}(T-T_d)^2\right]=2a+b(T-T_d).$$

This must equal $a+bT$. The terms in $bT$ cancel, and what remains is $a=bT_d$. Hence $\nu=b(T+T_d)$ with $b$ arbitrary, which proves the claim and shows that no other straight line will do. In particular, $\nu=CT$ fails: the right side gives $C(T-T_d)$, too small by $CT_d$ at every energy. If collisions cost nothing, the interval of sharing extends to $T$, and then $CT$ does solve the equation, because $(2/T)\int_0^T CE\,dE=CT$.

The reason lies in a conservation law. Assign to each moving atom the quantity energy plus $T_d$. Before a collision there is one moving atom, with the value $T+T_d$. After it there are two, and their values add up to

$$(E+T_d)+(T-T_d-E+T_d)=T+T_d .$$

The energy lost in the collision is made good by the extra $T_d$ that belongs to the new moving atom. The sum is the same whatever $E$ is, so it survives averaging over any normalized density $p(E|T)$:

$$\int_0^{T-T_d}p(E|T)\,\big[C(E+T_d)+C(T-E)\big]dE=C(T+T_d).$$

Uniform sharing is thus sufficient but not necessary for the line to be a solution. The sharing law matters for the physical count: it sets the constant, and it can even prevent one from existing. With exactly equal sharing the value $T+T_d$ is halved at every collision, the count is a power of two, and $\nu T_d/(T+T_d)$ keeps oscillating between $1/2$ and $1$.

The same law can be followed through one complete cascade. Let it end with $N$ displaced atoms, whose final energies $E_i$ all lie below $T_d$. Since the sum has not changed since the start,

$$N T_d+\sum_{i=1}^{N}E_i=T+T_d .$$

The final energies lie between zero and $T_d$, so every single cascade obeys

$$\frac{T+T_d}{2T_d}<N\le\frac{T+T_d}{T_d}.$$

The count is largest when the atoms end with no energy to spare. If $\bar E$ denotes the sum of all final energies divided by the number of atoms, both averaged over many cascades, then $\nu=(T+T_d)/(T_d+\bar E)$. Finding the constant $C$ amounts to finding the mean energy that is left over, too small to displace anything.

For the physical solution, measure energy in units of $T_d$, with $x=T/T_d$, and regard $\nu$ as a function of $x$. The low-energy rule is $\nu=1$ for $x<1$, and the equation reads

$$\nu(x)=\frac{2}{x-1}\int_0^{x-1}\nu(y)\,dy,\qquad x>1 .$$

The right side needs $\nu$ only up to $x-1$, so the solution can be built one interval at a time. For $1<x\le2$ the integral is $x-1$ and $\nu=2$: one further atom is set free, and neither atom can continue. For $2\le x\le3$ the integral is $1+2(x-2)=2x-3$, so that

$$\nu(x)=\frac{2(2x-3)}{x-1}=4-\frac{2}{x-1}.$$

This is a curve, not a line. The exact proportionality to $x+1$ therefore fails near threshold.

To see that it is restored at high energy, divide out the expected growth and define $r(x)=\nu(x)/(x+1)$. Replacing $x$ by $x+1$ in the equation and dividing by $x+2$ gives, for $x>0$,

$$r(x+1)=\frac{2}{x(x+2)}\int_0^x (y+1)\,r(y)\,dy .$$

Since $\int_0^x(y+1)\,dy=x(x+2)/2$, the weights add up to one: $r$ at one energy is a weighted mean of $r$ at lower energies. Multiply by $x(x+2)$ and differentiate:

$$2(x+1)\,r(x+1)+x(x+2)\,r'(x+1)=2(x+1)\,r(x).$$

Solving for the slope,

$$r'(x+1)=q(x)\,[r(x)-r(x+1)],\qquad q(x)=\frac{2(x+1)}{x(x+2)}=\frac1x+\frac1{x+2}.$$

Let $D_n$ be the largest value of $|r'|$ on the interval from $n$ to $n+1$, with one-sided slopes at its ends, and take $n\ge2$. For $x$ in this interval, the points $x$ and $x+1$ are one unit apart and lie between $n$ and $n+2$, where $r$ is continuous. The difference $|r(x)-r(x+1)|$ therefore cannot exceed the larger of $D_n$ and $D_{n+1}$. As $q$ decreases with $x$,

$$D_{n+1}\le q(n)\,\max(D_n,D_{n+1}).$$

For $n\ge2$ we have $q(n)\le 3/4$. If $D_{n+1}$ were larger than $D_n$, the inequality would read $D_{n+1}\le q(n)D_{n+1}$, which is impossible for a positive number. Hence $D_{n+1}\le q(n)D_n$. Because $q(n)<2/n$, repeated use gives

$$D_{n+1}\le\frac{2^{\,n-1}}{n!}\,D_2 .$$

The factorial makes the sum of all $D_n$ finite, so $r$ tends to a limit $c$, and it does so faster than any exponential. At high energy $\nu\simeq c(x+1)$, or $C=c/T_d$.

The limit follows from a Laplace transform. It costs nothing to allow a general rule $\nu(y)=g(y)$ for $0<y<1$, with $g$ bounded; the convergence argument is unchanged, since it used only the equation. Define

$$G(s)=\int_0^1 g(y)e^{-sy}dy,\qquad \Phi(s)=\int_0^\infty\nu(x+1)e^{-sx}dx .$$

Splitting the integral at $y=1$ shows that the transform of $\nu(x)$ itself is $G(s)+e^{-s}\Phi(s)$. Now transform the equation in the form $x\,\nu(x+1)=2\int_0^x\nu\,dy$. Multiplication by $x$ becomes $-d/ds$, and integration becomes division by $s$:

$$-\Phi'(s)=\frac{2}{s}\left[G(s)+e^{-s}\Phi(s)\right].$$

This first-order equation needs an integrating factor $\mu$ with $\mu'/\mu=2e^{-s}/s$. With the function

$$\mathrm{Ein}(s)=\int_0^s\frac{1-e^{-v}}{v}\,dv$$

one can write $2e^{-s}/s=2/s-2\,\mathrm{Ein}'(s)$, so $\mu=s^2e^{-2\mathrm{Ein}(s)}$ and

$$\frac{d}{ds}\left[s^2e^{-2\mathrm{Ein}(s)}\Phi(s)\right]=-2s\,G(s)\,e^{-2\mathrm{Ein}(s)} .$$

For large $s$, $\mathrm{Ein}(s)-\ln s$ tends to a finite number, so $\mu$ stays finite while $\Phi$ vanishes. Integration from $s$ to infinity gives

$$s^2e^{-2\mathrm{Ein}(s)}\Phi(s)=\int_s^\infty 2u\,G(u)\,e^{-2\mathrm{Ein}(u)}du .$$

Now let $s\to0$. Then $\mathrm{Ein}(s)\to0$. The transform at small $s$ is governed by large $x$, where $\nu(x+1)\simeq cx$, and $s^2\int_0^\infty cx\,e^{-sx}dx=c$. Any correction that grows more slowly than $x$ contributes nothing in this limit. Therefore

$$c=\int_0^\infty 2u\,G(u)\,e^{-2\mathrm{Ein}(u)}du .$$

For the physical rule $g=1$ we have $uG(u)=1-e^{-u}=u\,\mathrm{Ein}'(u)$. The integrand is then $-u\,\frac{d}{du}e^{-2\mathrm{Ein}(u)}$. Integrating by parts, with boundary terms that vanish because $e^{-2\mathrm{Ein}(u)}$ falls as $u^{-2}$, leaves

$$c=\int_0^\infty e^{-2\mathrm{Ein}(u)}\,du=0.7475979 .$$

Building the solution interval by interval up to $x=20$ and dividing by 21 gives the same seven digits. The rule $g(y)=y$ gives $c=0.252402$. The two constants add up to 1, as they must: the equation is linear, and the combined rule $g=1+y$ is the line itself, for which $r=1$ at all energies.

The approach is fast in practice. At $x=2$ the physical count is 2, while the line $c(x+1)$ gives 2.243. At $x=3$ the values are 3 and 2.990, and at $x=5$ they are 4.4851 and 4.4856. Relative to the line, the largest deviation anywhere above $x=2$ is 10.8 %, above $x=3$ it is 0.59 %, and above $x=5$ it is 0.011 %. "High energy" thus means no more than a few times $T_d$, as far as this equation is concerned.

A different low-energy rule changes the constant and leaves the form alone. Suppose that a projectile left with less than $T_d$ falls into the site it has just emptied. The struck atom is then displaced, but the projectile no longer counts. Let $\kappa(x)$ be the mean count with this capture, with $\kappa=1$ for an atom that starts below $x=1$. In the collision integral, a struck atom of energy $y<1$ contributes 1 and a projectile of energy $y<1$ contributes 0. Both have the same uniform distribution, so their average contribution is $1/2$:

$$\kappa(x)=\frac{2}{x-1}\int_0^{x-1}\tilde\kappa(y)\,dy,\qquad \tilde\kappa(y)=\begin{cases}1/2,&y<1\\ \kappa(y),&y>1.\end{cases}$$

This is the original equation with $g=1/2$ in place of $g=1$. By linearity $\kappa(x)=\nu(x)/2$ for all $x>1$, near threshold as well as far above it. The high-energy constant becomes $c/2=0.374$. The halving relies on projectile and struck atom having the same energy distribution, which is a property of uniform sharing.

As an example, take a silicon atom recoiling in silicon with $T=1000$ eV, an energy that occurs readily in ion implantation, and a rough threshold $T_d=15$ eV. Then $x=1000/15=66.67$, the constant is $C=0.7476/15=0.04984$ per eV, and

$$\nu=0.04984\ \mathrm{eV^{-1}}\times(1000+15)\ \mathrm{eV}\approx50.6 .$$

The interval-by-interval solution gives 50.587, the same as the line to the digits printed. A simulation of 10,000 individual cascades with the same collision rule gives $50.586\pm0.016$, where the uncertainty is one standard error. The bounds for a single cascade are 33.8 and 67.7 atoms. The mean final energy in the simulation is 5.065 eV, about a third of the threshold, and it closes the energy account: $1015/(15+5.065)\approx50.6$. With capture, the count falls to 25.3, and the simulation gives $25.29\pm0.02$.

These digits test the mathematics; they do not describe the accuracy for real silicon. There the threshold depends on the direction of the recoil, and even a representative value is uncertain. With the recoil energy held at 1000 eV, $T_d=10$ eV gives 75.5 atoms and $T_d=20$ eV gives 38.1; first-principles averages over direction lie higher still, near 36 eV, which gives 21.5. The model also takes the energy consumed in a displacement to equal the threshold, which need not hold in a real solid: with the threshold at 15 eV and the energy handed over still uniform between $T_d$ and $T$, but only 2 eV of it consumed per displacement, the captured count rises from 25.3 to about 35. A real recoil also loses energy to electrons. A standard estimate is the Lindhard partition in Robinson's fit, which is taken over here without derivation. For an atom of atomic number $Z$ and relative atomic mass $A$ (28.085 for silicon) in its own solid, the energy left for atomic motion is

$$T_{\rm dam}=\frac{T}{1+k\,g_L},\qquad g_L=3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon ,$$

with $k=0.1337\,Z^{1/6}(Z/A)^{1/2}$ and $\epsilon=0.8853\,T/(2\sqrt2\,Z^{7/3})$, where $T$ is in hartree. For this recoil $\epsilon=0.02435$, $k=0.1465$ and $g_L=1.880$, so $T_{\rm dam}=1000/1.2754\approx784$ eV. Used in place of $T$, this lowers the count from 50.6 to 39.8, or by 21 %. That substitution overstates the effect. The partition counts electronic loss all the way down to rest, including the loss of atoms already below $T_d$, which costs no displacement; the fit still assigns 12 % of the energy of a 15 eV atom to electrons. In Lindhard's equation with a Thomas–Fermi cross section, about 870 eV remains if the loss is stopped at $T_d$, and the displacement count computed with that cross section, small transfers included, falls from 24.1 to 21.4, or by about 11 %. Thermal recombination, amorphous pockets and annealing also change the damage that remains, and none of them is estimated here. The thermal energy at 300 K, 0.026 eV, is tiny beside $T_d$, but this does not make them negligible, since defects can move and recombine without a new displacement.

The assumption that every collision displaces an atom can be tested within the hard-sphere picture. Let $Q$ be the energy handed over in a collision, including the part $T_d$ that is then consumed. The model takes $Q$ uniform between $T_d$ and $T$. Hard spheres of equal mass give a uniform $Q$ between zero and $T$, so a fraction $T_d/T$ of the collisions transfers too little to displace anything and merely heats the lattice. That fraction is 1.5 % for the first collision of the example, but it approaches one as the energy falls to $T_d$. A simulation that includes these collisions gives 38.0 atoms, 25 % fewer than the model.

The energy account shows where the missing atoms went. Sub-threshold collisions remove 178 eV on average, which leaves $1015-178=837$ eV to be divided among 38.0 atoms, or 22.0 eV each. Subtracting $T_d$ leaves a mean final energy of 7.0 eV, compared with 5.1 eV before. Both the direct heating and the larger leftover energy reduce the count. With capture the change is much smaller, from 25.3 to 23.7 atoms, so in this hard-sphere test the captured count is the less sensitive of the two.

Hard spheres also transfer large energies too readily compared with screened nuclei, whose collisions favour small transfers. To test the shape of the displacing transfers alone, the uniform density of $Q$ between $T_d$ and $T$ was replaced by one proportional to $Q^{-4/3}$, a rough choice for a softer interaction, with every collision still displacing an atom. The simulated count is 50.8, a change of only 0.5 %. The conservation law requires the same $1015$ eV to be shared out, and the mean final energy, $1015/50.8-15\approx5.0$ eV, has hardly moved. With capture, however, the count is 31.2 instead of 25.3. Projectile and struck atom no longer have the same energy distribution, and the exact halving is lost. The small change of 0.5 % is not the full effect of screening, because the cut at $T_d$ removes the small transfers that a soft interaction favours. If the same $Q^{-4/3}$ law is continued below $T_d$ all the way to zero transfer, where it only heats the lattice, the count falls to about 24 atoms, less than half of 50.6, and to about 20 with capture.

Two common damage formulas give a sense of scale. The Kinchin–Pease count $T/(2T_d)$ is 33.3 for this recoil, without electronic loss. The Norgett–Robinson–Torrens count $0.4\,T_{\rm dam}/T_d$ is 20.9. The present model with both capture and electronic loss gives $39.8/2=19.9$. The closeness of the last two numbers depends on which effects are left out: at the same 784 eV and with capture, hard spheres with sub-threshold collisions give 18.7 and the soft spectrum cut at $T_d$ gives 24.6. It confirms neither formula and is not a measurement of surviving defects.

In the high-energy formula the added $T_d$ is worth $c$ atoms, about 0.75 without capture, whatever the recoil energy. For the 1000 eV recoil it is a correction of 1.5 % relative to $cT/T_d$, well below the uncertainty of the threshold. At $T=3T_d$ it is one third of $cT/T_d$, and dropping it would spoil an approximation that is otherwise good to better than 1 % for this equation.

## Computed values

```
STRAIGHT LINE AND ITS CONSTANT
condition on a+b*T: a = Td*b
c from quadrature = 0.7475979 (no unit)
c from equation at x=20 = 0.7475979 (no unit)
c for low-energy data g(y)=y = 0.252402 (no unit)
APPROACH TO THE LINE
x=1.5: nu=2.00000, line=1.86899 atoms
x=2.0: nu=2.00000, line=2.24279 atoms
x=2.5: nu=2.66667, line=2.61659 atoms
x=3.0: nu=3.00000, line=2.99039 atoms
x=4.0: nu=3.74247, line=3.73799 atoms
x=5.0: nu=4.48509, line=4.48559 atoms
largest relative deviation for x>=2: 10.82551 %
largest relative deviation for x>=3: 0.58667 %
largest relative deviation for x>=4: 0.12122 %
largest relative deviation for x>=5: 0.01118 %
largest |dr/dx| on [2,3] = 4.440e-01 (no unit)
largest |dr/dx| on [3,4] = 6.240e-02 (no unit)
largest |dr/dx| on [4,5] = 2.421e-03 (no unit)
largest |dr/dx| on [5,6] = 4.084e-04 (no unit)
SILICON RECOIL
recoil energy T = 1000 eV
rough threshold Td = 15 eV
x = T/Td = 66.6667 (no unit)
C = c/Td = 0.049840 per eV
displaced atoms, line = 50.587
displaced atoms, equation = 50.587
displaced atoms, simulation = 50.586 +/- 0.016
bounds on one cascade = 33.83 to 67.67 atoms
mean final energy = 5.065 eV
with capture, half of equation = 25.294 atoms
with capture, simulation = 25.289 +/- 0.021 atoms
NEGLECTED EFFECTS, SAME RECOIL
Lindhard reduced energy = 0.02435 (no unit)
Lindhard k = 0.1465, g = 1.8801 (no unit)
energy left after electronic loss = 784.0 eV
atoms with electronic loss = 39.82 (-21.3 %)
atoms with sub-threshold collisions = 37.97 (-24.9 %)
heat from those collisions = 178.4 eV
same, with capture = 23.70 atoms
soft spectrum, transfer exponent = -1.3333 (no unit)
atoms with soft spectrum = 50.84 (+0.5 %)
same, with capture = 31.24 atoms
atoms for Td=10 eV: 75.51
atoms for Td=20 eV: 38.13
thermal energy at 300 K = 0.0259 eV
Kinchin-Pease T/(2Td) = 33.33 atoms
Norgett-Robinson-Torrens = 20.91 atoms
capture and electronic loss together = 19.91 atoms
```
